# Configuration energies and effective hybridization of an octahedral d0 ion: a program that tests the result

```python
# Result under test: for a d0 ion in an octahedral impurity model,
#   E_m = m*Delta + m(m-1)U/2 - m*Q   (core hole; no Q term for a full core)
#   V_eff = sqrt(4 V_eg^2 + 6 V_t2g^2)   (coupling of d0 to d1L)
# m: electrons moved from ligand to d; Delta: energy of d1L above d0, full core
# U: average d-d repulsion; Q: average core-d repulsion
# V_eg, V_t2g: hybridization per spin-orbital. All energies are in eV.
# The reference side is a fermionic Hamiltonian built from occupation strings.
from itertools import combinations
from math import comb
import numpy as np

DELTA, U, Q = 4.0, 4.0, 6.0
V_EG, V_T2G = 3.0, -1.5
N = 10                                   # d spin-orbitals: 4 e_g, then 6 t2g
v = np.array([V_EG] * 4 + [V_T2G] * 6)


def config_energy(m, q):
    return m * DELTA + m * (m - 1) * U / 2 - m * q


# --- Ligand p orbitals of an octahedron: which combinations couple? ---
pd_sigma, pd_pi = -2.1, 0.9              # arbitrary test values
tensors = [np.diag([-1., -1., 2.]) / np.sqrt(6),
           np.diag([1., -1., 0.]) / np.sqrt(2)]
for i, j in combinations(range(3), 2):
    t = np.zeros((3, 3))
    t[i, j] = t[j, i] = 1 / np.sqrt(2)
    tensors.append(t)
hopping = []
for d in tensors:
    row = []
    for axis in range(3):
        for side in (1, -1):
            r = side * np.eye(3)[axis]
            for p in np.eye(3):
                along = r @ d @ r
                sigma = np.sqrt(1.5) * along * (p @ r)
                pi = np.sqrt(2) * (p @ d @ r - (p @ r) * along)
                row.append(sigma * pd_sigma + pi * pd_pi)
    hopping.append(row)
hopping = np.array(hopping)
expected = np.diag([3 * pd_sigma**2] * 2 + [4 * pd_pi**2] * 3)
assert np.allclose(hopping @ hopping.T, expected, atol=1e-12)


# --- Fermionic states: bits 0..9 are d, bits 10..19 are ligand ---
def move(state, create, destroy):
    if not (state >> destroy) & 1 or (state >> create) & 1:
        return None
    swaps = (state & ((1 << destroy) - 1)).bit_count()
    state ^= 1 << destroy
    swaps += (state & ((1 << create) - 1)).bit_count()
    return state | (1 << create), (-1) ** swaps


reference = ((1 << N) - 1) << N          # empty d shell, full ligand orbitals
states, index, links = [reference], {reference: 0}, []
for state in states:                     # the list grows while it is scanned
    for i in range(N):
        for create, destroy in ((i, N + i), (N + i, i)):
            result = move(state, create, destroy)
            if result is None:
                continue
            new, sign = result
            if new not in index:
                index[new] = len(states)
                states.append(new)
            links.append((index[new], index[state], i, sign))
size = len(states)
assert size == 2**N


def hybridization(amplitudes):
    matrix = np.zeros((size, size))
    for row, col, i, sign in links:
        matrix[row, col] += sign * amplitudes[i]
    return matrix


hyb = hybridization(v)
assert np.allclose(hyb, hyb.T)
occupied = [[i for i in range(N) if (s >> i) & 1] for s in states]
n_d = np.array([len(o) for o in occupied])
assert all(np.sum(n_d == m) == comb(N, m) for m in range(N + 1))

# --- Configuration energies from explicit sums over interacting pairs ---
eps_l = -1.7
eps_d = DELTA + eps_l - 6 * Q            # bare d level before core repulsion


def pair_sum_energy(k, core_electrons):
    energy = 0.0
    for _ in occupied[k]:
        energy += eps_d
        for _ in range(core_electrons):
            energy += Q
    for _ in combinations(occupied[k], 2):
        energy += U
    return energy + eps_l * (states[k] >> N).bit_count()


diagonals = {}
for core_electrons, q in ((6, 0.0), (5, Q)):
    e = np.array([pair_sum_energy(k, core_electrons) for k in range(size)])
    e -= e[0]
    assert np.allclose(e, config_energy(n_d, q), atol=1e-9)
    diagonals[q] = e

# --- Effective hybridization and the two-configuration problem ---
v_eff = np.sqrt(4 * V_EG**2 + 6 * V_T2G**2)
assert np.isclose(np.linalg.norm(hyb[:, 0]), v_eff)
small = np.where(n_d <= 1)[0]
small_hyb = hyb[np.ix_(small, small)]
small_solution, two_level, theta = {}, {}, {}
for q in (0.0, Q):
    gap = DELTA - q
    root = np.sqrt(gap**2 / 4 + v_eff**2)
    two_level[q] = (gap / 2 - root, gap / 2 + root)
    theta[q] = 0.5 * np.arctan2(2 * v_eff, gap)
    values, vectors = np.linalg.eigh(np.diag(diagonals[q][small]) + small_hyb)
    assert np.allclose(values[[0, -1]], two_level[q])
    assert np.allclose(values[1:-1], gap)
    small_solution[q] = vectors
overlaps = small_solution[Q].T @ small_solution[0.0][:, 0]
satellite_two = np.sin(theta[Q] - theta[0.0])**2
assert np.isclose(overlaps[-1]**2, satellite_two)
assert np.isclose(overlaps[0]**2, 1 - satellite_two)


# --- Coupling to d2L2, and whether a single chain of states closes ---
def chain_test(amplitudes):
    h = hybridization(amplitudes)
    strength = np.linalg.norm(amplitudes)
    first = h[:, 0] / np.linalg.norm(h[:, 0])
    up = np.where(n_d == 2, h @ first, 0.0)
    v12 = np.linalg.norm(up)
    formula = np.sqrt(2 * (strength**4 - np.sum(amplitudes**4))) / strength
    assert np.isclose(v12, formula)
    down = np.where(n_d == 1, h @ (up / v12), 0.0)
    for k in np.where(n_d == 1)[0]:
        a = amplitudes[occupied[k][0]]
        ratio = 2 * (strength**2 - a**2) / (strength * v12)
        assert np.isclose(down[k], ratio * h[k, 0])
    return v12, np.linalg.norm(down - (first @ down) * first)


v12, leak = chain_test(v)
_, leak_equal = chain_test(np.full(N, 2.0))
assert leak > 0.1 and leak_equal < 1e-10


# --- Collective states (a, b): a transfers into e_g, b into t2g ---
def collective(max_m, q):
    labels = [(a, b) for a in range(5) for b in range(7) if a + b <= max_m]
    place = {label: k for k, label in enumerate(labels)}
    h = np.diag([config_energy(a + b, q) for a, b in labels])
    for (a, b), k in place.items():
        for target, value in (
                ((a + 1, b), V_EG * np.sqrt((a + 1) * (4 - a))),
                ((a, b + 1), V_T2G * np.sqrt((b + 1) * (6 - b)))):
            if target in place:
                h[k, place[target]] = h[place[target], k] = value
    return h, np.array([a + b for a, b in labels])


def spectrum(max_m):
    initial, m = collective(max_m, 0.0)
    final, _ = collective(max_m, Q)
    e_i, c_i = np.linalg.eigh(initial)
    e_f, c_f = np.linalg.eigh(final)
    ground = c_i[:, 0]
    return e_i[0], m @ ground**2, e_f, (c_f.T @ ground)**2


e_ground, mean_d, e_final, weights = spectrum(N)
full_i, vec_i = np.linalg.eigh(np.diag(diagonals[0.0]) + hyb)
full_f, vec_f = np.linalg.eigh(np.diag(diagonals[Q]) + hyb)
full_weights = (vec_f.T @ vec_i[:, 0])**2
assert np.isclose(full_i[0], e_ground)
assert np.isclose(n_d @ vec_i[:, 0]**2, mean_d)
for z in np.linspace(-25, 60, 30) + 0.5j:
    assert np.isclose(np.sum(full_weights / (z - full_f)),
                      np.sum(weights / (z - e_final)), atol=1e-9)

# --- Crystal field: d1L states no longer degenerate ---
ten_dq = 1.0
delta_e, delta_t = DELTA + 0.6 * ten_dq, DELTA - 0.4 * ten_dq
levels = [0.0 if k == 0 else (delta_e if occupied[k][0] < 4 else delta_t)
          for k in small]
split_h = np.diag(levels) + small_hyb
e_split = np.linalg.eigvalsh(split_h)[0]
secular = 4 * V_EG**2 / (e_split - delta_e) + 6 * V_T2G**2 / (e_split - delta_t)
assert np.isclose(e_split, secular)
bright = small_hyb[:, 0] / v_eff
mean_delta = (4 * V_EG**2 * delta_e + 6 * V_T2G**2 * delta_t) / v_eff**2
assert np.isclose(bright @ split_h @ bright, mean_delta)
image = split_h @ bright
image[0] = 0.0
split_leak = np.linalg.norm(image - (bright @ image) * bright)
assert split_leak > 0.01
e_mean = mean_delta / 2 - np.sqrt(mean_delta**2 / 4 + v_eff**2)

# --- Printed results ---
print(f"Inputs: Delta = {DELTA:.1f} eV, U = {U:.1f} eV, Q = {Q:.1f} eV")
print(f"Inputs: V_eg = {V_EG:.1f} eV, V_t2g = {V_T2G:.1f} eV")
for m in range(4):
    k = np.where(n_d == m)[0][0]
    print(f"m = {m}: full core {diagonals[0.0][k]:.1f} eV, "
          f"core hole {diagonals[Q][k]:.1f} eV")
print(f"e_g part 4 V_eg^2 = {4 * V_EG**2:.2f} eV^2")
print(f"t2g part 6 V_t2g^2 = {6 * V_T2G**2:.2f} eV^2")
print(f"V_eff = {v_eff:.3f} eV")
for q, name in ((0.0, "full core"), (Q, "core hole")):
    print(f"Two-level {name}: E- = {two_level[q][0]:.3f} eV, "
          f"E+ = {two_level[q][1]:.3f} eV, "
          f"theta = {np.degrees(theta[q]):.2f} deg")
print(f"Two-level separation = {two_level[Q][1] - two_level[Q][0]:.3f} eV")
print(f"Two-level satellite weight = {satellite_two:.4f}")
print(f"Two-level mean d count = {np.sin(theta[0.0])**2:.4f}")
print(f"d1L to d2L2 coupling V_12 = {v12:.3f} eV")
print(f"Amplitude leaving the single chain = {leak:.3f} eV")
print(f"Fermionic states: {size}; collective states: {len(e_final)}")
for max_m in (1, 2, 3, 4, N):
    e0, count, ef, w = spectrum(max_m)
    s = 1 + np.argmax(w[1:])
    print(f"m up to {max_m}: ground {e0:.3f} eV, d count {count:.3f}, "
          f"lowest-line weight {w[0]:.4f}")
    print(f"   strongest satellite: {ef[s] - ef[0]:.3f} eV above lowest, "
          f"weight {w[s]:.4f}")
print("Strongest lines of the full model (energy above lowest, weight):")
for k in np.argsort(weights)[::-1][:5]:
    print(f"   {e_final[k] - e_final[0]:.3f} eV, {weights[k]:.4f}")
print(f"Crystal field 10Dq = {ten_dq:.1f} eV, configurations m = 0 and 1:")
print(f"   d1L energies: e_g {delta_e:.2f} eV, t2g {delta_t:.2f} eV")
print(f"   weighted mean d1L energy = {mean_delta:.4f} eV")
print(f"   ground energy: secular {e_split:.5f} eV, "
      f"two-level with mean {e_mean:.5f} eV")
print(f"   coupling out of the two-level space = {split_leak:.4f} eV")
print("checks complete")
```

Output:

```
Inputs: Delta = 4.0 eV, U = 4.0 eV, Q = 6.0 eV
Inputs: V_eg = 3.0 eV, V_t2g = -1.5 eV
m = 0: full core 0.0 eV, core hole 0.0 eV
m = 1: full core 4.0 eV, core hole -2.0 eV
m = 2: full core 12.0 eV, core hole -0.0 eV
m = 3: full core 24.0 eV, core hole 6.0 eV
e_g part 4 V_eg^2 = 36.00 eV^2
t2g part 6 V_t2g^2 = 13.50 eV^2
V_eff = 7.036 eV
Two-level full core: E- = -5.314 eV, E+ = 9.314 eV, theta = 37.07 deg
Two-level core hole: E- = -8.106 eV, E+ = 6.106 eV, theta = 49.04 deg
Two-level separation = 14.213 eV
Two-level satellite weight = 0.0431
Two-level mean d count = 0.3633
d1L to d2L2 coupling V_12 = 9.202 eV
Amplitude leaving the single chain = 0.653 eV
Fermionic states: 1024; collective states: 35
m up to 1: ground -5.314 eV, d count 0.363, lowest-line weight 0.9569
   strongest satellite: 14.213 eV above lowest, weight 0.0431
m up to 2: ground -7.244 eV, d count 0.672, lowest-line weight 0.8916
   strongest satellite: 12.643 eV above lowest, weight 0.1060
m up to 3: ground -7.672 eV, d count 0.796, lowest-line weight 0.8068
   strongest satellite: 10.898 eV above lowest, weight 0.1656
m up to 4: ground -7.716 eV, d count 0.816, lowest-line weight 0.7583
   strongest satellite: 9.941 eV above lowest, weight 0.2029
m up to 10: ground -7.717 eV, d count 0.817, lowest-line weight 0.7486
   strongest satellite: 9.695 eV above lowest, weight 0.2030
Strongest lines of the full model (energy above lowest, weight):
   0.000 eV, 0.7486
   9.695 eV, 0.2030
   4.890 eV, 0.0251
   18.199 eV, 0.0196
   14.245 eV, 0.0029
Crystal field 10Dq = 1.0 eV, configurations m = 0 and 1:
   d1L energies: e_g 4.60 eV, t2g 3.60 eV
   weighted mean d1L energy = 4.3273 eV
   ground energy: secular -5.20488 eV, two-level with mean -5.19716 eV
   coupling out of the two-level space = 0.4454 eV
checks complete
```
